# Why periodic Green-Kubo cells can be shorter than direct heat-flow samples

## Result

In a periodic Green-Kubo cell, a phonon that crosses the boundary keeps its velocity, so its contribution to the heat current decays by intrinsic scattering alone. In a sample between absorbing reservoirs, the same contribution is lost when the phonon reaches an end. The direct sample must therefore be long compared with the mean free paths that carry most of the heat, while the periodic cell must be large enough to sample the important wavelengths.

For three-dimensional phonons with lifetimes $\tau\propto1/\omega^2$, the leading fractional deficits relative to the bulk conductivity are

$$
\varepsilon_{\rm dir}=\frac{1}{7\pi^{3/2}w}\sqrt{\frac{D}{L}},\qquad
\varepsilon_{\rm GK}=\frac{\beta}{3wN}.
$$

Here $L$ is the direct length and $N$ the side of a cubic periodic cell, both in lattice spacings. The number $D$ sets the mean free paths, and $w$ and $\beta$ are pure numbers fixed by the lattice and defined below. $D$ appears only in the direct deficit. Recrossing removes the reservoir error, but it does not supply the long waves that a small cell cannot hold.

The model assumes well-defined classical phonons, black reservoirs, a direct sample of infinite cross-section, and bulk lifetimes in the periodic cell. Scattering is treated in a relaxation-time form that conserves energy but not crystal momentum, and the powers of $L$ and $N$ belong to the law $\tau\propto1/\omega^2$ holding down to the longest waves.

## First contribution: the ends

Let mode $i$ have heat capacity $c_i$ per volume, velocity $v_i$ along $x$, lifetime $\tau_i$ and temperature deviation $f_i(x,t)$. Modes with opposite velocities have equal $c$ and $\tau$. On average, fluctuations relax by

$$
\partial_t f_i=-(Bf)_i,\qquad
(Bf)_i=v_i\partial_xf_i+\frac{f_i-Sf}{\tau_i},\qquad
Sf=\frac{\sum_j(c_j/\tau_j)f_j}{\sum_j c_j/\tau_j}.
$$

This choice of the common local temperature $Sf$ makes $\sum_i c_i(f_i-Sf)/\tau_i=0$, so scattering conserves energy.

For cross-section $A$, the total current is $J=A\int dx\sum_i c_iv_if_i$, and the Green-Kubo formula is

$$
\kappa=\frac{1}{k_BT^2AL}\int_0^\infty dt\,\langle J(0)J(t)\rangle .
$$

A mode in a slice $dx$ has heat capacity $c_iA\,dx$, hence temperature variance $k_BT^2/(c_iA\,dx)$. Thus

$$
\langle f_i(x)f_j(x')\rangle=\frac{k_BT^2}{c_iA}\delta_{ij}\delta(x-x'),\qquad
\langle f_i(x)J(0)\rangle=k_BT^2v_i .
$$

The second relation follows by inserting $J$; the factors $c_i$ and $A$ cancel. Evolving it with $e^{-Bt}$ and integrating over time gives

$$
\kappa=\frac1L\int_0^L dx\sum_i c_iv_i\phi_i,\qquad B\phi=v .
$$

Only the boundary condition on $\phi$ now distinguishes the cases.

**Periodic ends.** Try $\phi_i=v_i\tau_i$. It does not depend on $x$, and $S\phi\propto\sum_ic_iv_i=0$, so $B\phi=v$. Hence

$$
\kappa=\sum_i c_iv_i^2\tau_i ,
$$

independently of $L$ for a fixed set of modes.

**Reservoir ends.** Phonons entering from a reservoir carry no memory, so incoming $\phi$ vanishes. Write $\phi_i=x+\psi_i$. Since $Bx=v$, we have $B\psi=0$. Incoming $\psi$ is $0$ at $x=0$ and $-L$ at $x=L$. This is steady heat flow with a temperature difference $L$. The term $x$ adds no current because $\sum_ic_iv_i=0$. Therefore $\kappa$ equals the flux $q$ of this problem, which is the apparent conductivity

$$
\kappa_{\rm app}=\frac{qL}{\Delta T}\quad\text{at }\Delta T=L .
$$

Green-Kubo with reservoirs thus has the same size effect as the direct method.

**Reflecting ends.** Now $\phi_i=x$ solves the equation and is equal for incoming and reflected phonons. Its current vanishes, so $\kappa=0$. Remaining in the cell is not enough: the velocity must also survive the boundary.

As an illustration, take an isotropic gas with unit speed in a cell of unit length. Half the heat capacity has lifetime 0.3 and half has lifetime 3. Solving the discretized equation $B\phi=v$ gives $\kappa/\kappa_{\rm bulk}=1.000$, $0.244$ and $0.000$ for periodic, reservoir and reflecting ends. At time 2 the periodic current correlation, divided by its initial value, is

$$
\tfrac12\left(e^{-2/0.3}+e^{-2/3}\right)=0.257 .
$$

With reservoirs it is below $0.01$. The bulk scattering is identical, so the ends cause the difference.

## Second contribution: long paths in a direct sample

Let $T(x)=Sf$ and $\ell=v\tau$ for $v>0$. The steady equation $\ell f'+f=T$, with hot reservoir $T_h$ at $x=0$, has the solution

$$
f_+=T(x)+[T_h-T(0)]e^{-x/\ell}-\int_0^xT'(x')e^{-(x-x')/\ell}dx' .
$$

For the opposite velocity, with cold reservoir $T_c$ at $x=L$,

$$
f_-=T(x)+[T_c-T(L)]e^{-(L-x)/\ell}+\int_x^LT'(x')e^{-(x'-x)/\ell}dx' .
$$

In $q=\sum_{v>0}cv(f_+-f_-)$ the local terms $T(x)$ cancel. Let $g$ be the density of temperature drop, $-T'$ plus the jumps at the walls, so that $\int g\,dx=\Delta T$. Then

$$
q=\int_0^L G(|x-x'|)g(x')dx',\qquad
G(s)=\sum_{v>0}cv\,e^{-s/\ell}.
$$

To estimate the flux, compare the solution $g$ with the uniform trial $g_0=\Delta T/L=g+\delta$, where $\int\delta\,dx=0$. Since $\int Gg$ equals the constant $q$,

$$
\iint g_0Gg_0=q\Delta T+2q\int\delta\,dx+\iint\delta G\delta
=q\Delta T+\iint\delta G\delta .
$$

The first-order error vanishes. The last term is non-negative because each exponential has a positive Fourier transform, so the uniform trial overestimates $\kappa_{\rm app}$. The excess matters when all phonons share one mean free path: in a sample ten paths long, the trial gives 0.925 of bulk, while the numerical solution for $g$ gives 0.876. For the broad lattice spectrum used below, it is a small correction to the deficit of a long sample: about 5% of the deficit at $L\simeq35D$ and under 1% at $L=10^4D$. Using

$$
\int_0^L\!\!\int_0^Le^{-|x-x'|/\ell}dx\,dx'
=2\int_0^L(L-s)e^{-s/\ell}ds
=2\left[\ell L-\ell^2(1-e^{-L/\ell})\right],
$$

we obtain

$$
\kappa_{\rm app}\simeq2\sum_{v>0}cv\ell
\left[1-\frac{\ell}{L}\left(1-e^{-L/\ell}\right)\right].
$$

For $\ell\ll L$ the bracket is $1-\ell/L$. For $\ell\gg L$ it tends to $L/(2\ell)$, the ballistic limit.

Now take a simple-cubic lattice with spacing one and, for each branch,

$$
\omega=\omega_0\sqrt s,\qquad s=\sum_{i=x,y,z}4\sin^2(k_i/2),\qquad
\tau=\frac{D\omega_0}{\omega^2}=\frac{D}{\omega_0s}.
$$

Because $\partial s/\partial k_x=2\sin k_x$, the velocity is $v_x=\omega_0\sin k_x/\sqrt s$. With heat capacity $k_B$ per mode, the bulk conductivity per branch is

$$
\kappa=k_B\omega_0Dw,\qquad
w=\left\langle\frac{\sin^2k_x}{s^2}\right\rangle_{\rm zone}=0.04303,
$$

where the average was integrated numerically. At small $k$, with $\mu=k_x/k$, we have $v_x=\omega_0\mu$ and $\ell=D\mu/k^2$. Long waves have long paths.

The missing part of $\kappa_{\rm app}$ is $2\sum_{v>0}cv(\ell^2/L)(1-e^{-L/\ell})$. With $d^3k=2\pi k^2dk\,d\mu$, the prefactor is $2\cdot2\pi/(2\pi)^3=1/(2\pi^2)$. Dividing by $k_B\omega_0D$ gives

$$
w\varepsilon_{\rm dir}=\frac{D}{2\pi^2L}\int_0^1d\mu\,\mu^3
\int_0^\infty dk\,\frac{1-e^{-Lk^2/(D\mu)}}{k^2}.
$$

The upper limit may be extended to infinity at leading order because the important $k$ is of order $\sqrt{D/L}\ll1$. Integration by parts gives $\sqrt{\pi L/(D\mu)}$ for the inner integral. The remaining integral is $\int_0^1\mu^{5/2}d\mu=2/7$, which yields the stated $\varepsilon_{\rm dir}$.

This step neglects the nonuniform gradient. A numerical solution for $g$, which makes no such approximation, gives a deficit within half a percent of the formula at $L=10^4D$.

## Third contribution: missing waves in a periodic cell

The periodic cell allows $\mathbf k=2\pi\mathbf n/N$. The mode $\mathbf k=0$ is a uniform translation and carries no heat. Thus

$$
\frac{\kappa_N}{\kappa}=\frac{1}{wN^3}\sum_{\mathbf k\ne0}\frac{\sin^2k_x}{s^2}.
$$

A uniform grid integrates a smooth periodic function very accurately, so the leading error comes from the singularity at $k=0$. There the summand is $k_x^2/k^4$, which cubic symmetry replaces by $1/(3k^2)$. The next terms in its expansion are of degree zero in $k$ and contribute at order $N^{-3}$.

Write $1/k^2=\int_0^\infty e^{-k^2u}du$ and set $u=N^2t$. The sum becomes $N^{-1}\int(\theta^3-1)dt$, where $\theta(t)=\sum_{n=-\infty}^{\infty}e^{-4\pi^2n^2t}$ and the $-1$ removes $\mathbf k=0$. The corresponding continuum integral is $N^{-1}\int(4\pi t)^{-3/2}dt$. Their difference is finite:

$$
\beta=-\int_0^\infty\left[\theta(t)^3-1-(4\pi t)^{-3/2}\right]dt=0.22578,
$$

by numerical integration. Including the factor $1/3$ gives $w\varepsilon_{\rm GK}=\beta/(3N)$.

## Weighing the contributions

Choose $D=100$, spacing $a=0.3$ nm, $\omega_0=2\times10^{13}$ rad/s and three equal branches. These are round model parameters. The smallest $\omega\tau$ is $D/\sqrt{12}=28.9$, so the modes are well defined. Restoring $a$,

$$
\kappa_{\rm bulk}=\frac{3k_B\omega_0Dw}{a}=11.9\ {\rm W\,m^{-1}K^{-1}}.
$$

For a 10% deficit the formulas give

$$
N=\frac{0.22578}{3(0.04303)(0.10)}=17.5,\qquad
L=\frac{100}{49\pi^3(0.04303)^2(0.10)^2}\simeq3550 .
$$

The explicit mode sum requires $N=18$, or 5.4 nm. The numerical flux solution requires $L\simeq3490$, or about 1050 nm. The direct sample is about 190 times longer.

At a length of 18 spacings, the direct sample gives only 0.27 of the bulk conductivity. This fits the spectrum: a little under two thirds of the bulk conductivity comes from modes whose path along $x$ exceeds 18 spacings.

The longest axial wave in the periodic cell has $k=2\pi/18$. Its lifetime is 41.5 ps and its mean free path is 816 spacings, so its energy travels $816/18\simeq45$ cell lengths before scattering. The cell need not contain this path, but the correlation must be followed for a time comparable with this lifetime or longer, depending on the accuracy wanted.

From the two formulas, the length ratio is

$$
\frac LN=\frac{3D}{49\pi^3w\beta\varepsilon}.
$$

In this model the advantage grows with the mean free path and with the accuracy demanded. It would vanish near $D\simeq5\varepsilon$. At $\varepsilon=0.1$ this gives $D\simeq0.5$, where $\omega\tau<1$ over nearly the whole zone and the phonon picture has already failed.

## Where the comparison changes

The direct values above use the reservoir temperature difference. One can instead use the gradient inside the sample. If all phonons share one mean free path, this largely cures the problem: in a sample ten paths long, the numerical solution gives 0.876 of bulk from end to end but 1.000 from the interior gradient. Far from the walls the drop is uniform, and $q=g\int_{-\infty}^{\infty}G(|s|)ds=\kappa g$ up to exponentially small terms.

With the broad lattice spectrum, the tails of $G$ cut off by the walls are not exponentially small. Each removes an amount proportional to $\int dk\,e^{-xk^2/(D\mu)}\propto x^{-1/2}$, where $x$ is the distance to that wall. At leading order the local conductivity $q/g(x)$ is the bulk value less these two amounts, and the end-to-end conductivity is its average over the sample. The average of $x^{-1/2}$ over the sample is $2L^{-1/2}$, while its midpoint value is $\sqrt2L^{-1/2}$. The deficit from the midpoint gradient is therefore $\varepsilon_{\rm dir}/\sqrt2$ at leading order, or 7.1% when the end-to-end deficit is 10%. The numerical result is 0.931 of bulk, a deficit of 6.9%.

Extrapolation also needs care. At 500 and 1000 spacings the direct ratios are 0.754 and 0.820. A straight line for $1/\kappa_{\rm app}$ against $1/L$ gives

$$
\frac{\kappa_{\rm ext}}{\kappa_{\rm bulk}}
=\left(\frac{2}{0.820}-\frac{1}{0.754}\right)^{-1}\simeq0.90 .
$$

The line misses 10% because the leading deficit varies as $L^{-1/2}$, not $L^{-1}$.

All the direct values assume an infinite cross-section. A simulated sample usually has a periodic cross-section of $M\times M$ cells. Its axial modes, with $k_y=k_z=0$, then form a one-dimensional channel whose share of the conductivity grows as $\sqrt{L/D}/M^2$. With the same bulk lifetimes and $M=18$, the ratio to bulk is 0.94 at 3490 spacings and 1.26 at 30000; with $M=6$ it is already 1.15 at 1000. The $L^{-1/2}$ law and the factor 190 therefore apply only when the cross-section is also converged.

The periodic estimate has its own limit. A real small cell offers fewer combinations of modes for scattering, so its lifetimes can differ from the bulk ones, and the model does not determine the sign or size of that change. Nor does it include statistical noise. The length of 18 spacings is therefore the size set by wavelength sampling alone, not a guarantee of convergence in a molecular-dynamics run.
